# Electron pressure and the surface field of a degenerate semiconductor contact

## From electron pressure to the surface field

In a model contact between a metal and heavily doped n-type gallium arsenide at 300 K, the thermal energy \(kT\) is 0.0259 eV, yet the energy that must be subtracted from the band bending to obtain the squared surface field is 0.0702 eV. At zero temperature, where \(kT\) vanishes, the energy to be subtracted is still 0.0637 eV. Something other than thermal agitation must therefore hold electrons inside the region that the field tries to empty. It is the pressure of the degenerate electron gas, which survives at zero temperature because the exclusion principle forces electrons into states of finite momentum.

Consider a semiconductor that fills the half-space \(z>0\), with the metal at \(z<0\). The donors have uniform density \(N\) and are all ionized, and their charge is treated as a smooth background. The electron density is \(n(z)\), which tends to \(N\) deep inside, where the material is neutral. Holes are left out. The relative permittivity is \(\kappa\). In the algebra I use atomic units, in which \(\hbar\), the electron mass, the elementary charge and \(4\pi\varepsilon_0\) all equal one. An energy and the corresponding electrostatic potential difference then have the same numerical value.

Let \(U(z)\) be the electrostatic potential energy of an electron, measured from its value in the bulk. At a depletion contact \(U\) rises towards the metal, from zero in the bulk to \(U(0)=\psi\) at the surface. The quantity \(\psi\) is the total band bending. The electrostatic potential is \(-U\), because the electron has charge \(-1\), and the charge density is \(N-n\). Poisson's equation for the potential, \((-U)''=-(4\pi/\kappa)(N-n)\), therefore becomes

\[
U''=\frac{4\pi}{\kappa}\,(N-n),
\]

where a prime on a function of \(z\) means a derivative with respect to \(z\). The magnitude of the electric field is \(F=-U'\), since \(U\) decreases with depth. Its surface value is \(F_s\).

To obtain \(F_s\) without first finding the whole profile, multiply Poisson's equation by \(U'\). The left side becomes the derivative of \(U'^2/2\). Integrate from the surface to the bulk, where the field vanishes:

\[
0-\frac{F_s^2}{2}
=\frac{4\pi}{\kappa}\int_0^\infty (N-n)\,U'\,dz .
\]

The donor part is immediate, because \(\int_0^\infty U'\,dz=0-\psi=-\psi\). Changing the sign of both sides gives

\[
\frac{F_s^2}{2}
=\frac{4\pi}{\kappa}\left[N\psi+\int_0^\infty n\,U'\,dz\right].
\]

The remaining integral is negative, so the electrons left in the bent region reduce the field below the value that the donors alone would give for the same bending. When the density depends on position through the local value of \(U\), the integration variable can be changed from \(z\) to \(U\). The limits run from \(\psi\) to zero, and reversing them gives

\[
\int_0^\infty nU'\,dz=-\int_0^\psi n\,dU .
\]

Its value follows from mechanical equilibrium. Let \(\mu(z)\) be the local chemical potential of the electrons measured from the local band edge. With no current, or with a current so small that the electron Fermi level stays flat through the layer, \(\mu(z)+U(z)\) is constant, and hence \(d\mu=-dU\). At fixed temperature the pressure of a uniform gas obeys \(dP=n\,d\mu\). This follows from the grand potential per unit volume, which is \(-P\) and whose derivative with respect to \(\mu\) is \(-n\). Treating each small slice as a piece of uniform gas gives

\[
dP=-n\,dU .
\]

Divided by \(dz\), this says that the pressure gradient balances the electric force on the electrons. The field pushes them away from the metal, and the higher pressure of the bulk pushes them back. Integrating from the bulk, with pressure \(P_b\), to the surface, with pressure \(P_s\), gives

\[
\int_0^\psi n\,dU=P_b-P_s .
\]

The squared surface field is therefore

\[
F_s^2=\frac{8\pi N}{\kappa}
\left(\psi-\frac{P_b}{N}+\frac{P_s}{N}\right).
\]

Multiplication by \(\kappa/(8\pi)\) turns this into a balance of forces per unit area,

\[
\frac{\kappa F_s^2}{8\pi}=N\psi-(P_b-P_s).
\]

The left side is the electrostatic tension at the surface. The first term on the right is the force on the donors, directed towards the metal, since a donor slice of thickness \(dz\) feels \(NF\,dz\) and \(\int F\,dz=\psi\). The second is the oppositely directed force on the remaining electrons. The energy subtracted from the bending is thus the pressure difference that balances the force on these electrons, divided by the donor density.

For a strongly depleted surface \(P_s\) is negligible, and the correction is \(P_b/N\). What remains is the equation of state of the bulk gas. Take one isotropic parabolic band with energy \(k^2/(2m)\) above its edge, where \(m\) is the effective mass in units of the free-electron mass. At zero temperature the states are filled up to a wave number \(k_F\). The sphere of occupied wave vectors has volume \(4\pi k_F^3/3\), there are \(1/(2\pi)^3\) states per unit volume of wave-vector space and per unit volume of material, and each holds two spins. Hence

\[
n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}
=\frac{k_F^3}{3\pi^2}
=\frac{(2m\mu)^{3/2}}{3\pi^2},
\]

where the last form uses \(\mu=k_F^2/(2m)\). In the bulk \(n=N\), and the chemical potential there is called the Fermi energy \(E_F\), measured from the bulk band edge. At a point where the potential energy is \(U\), the local chemical potential is \(E_F-U\). Dividing the local density by the bulk density removes the common factors:

\[
n=N\left(1-\frac{U}{E_F}\right)^{3/2}\quad (U<E_F),
\qquad n=0\quad (U\ge E_F).
\]

If the surface bending is at least \(E_F\), the local model has no electrons at the surface, and \(P_s=0\). With \(s=U/E_F\) the pressure integral is

\[
P_b=NE_F\int_0^1(1-s)^{3/2}\,ds
=\frac{2}{5}NE_F .
\]

The factor two fifths is the reciprocal of \(3/2+1\), the exponent raised by one in the integration. Substitution gives the degenerate result

\[
F_s^2=\frac{8\pi N}{\kappa}
\left(\psi-\frac{2}{5}E_F\right),
\qquad T=0,\quad \psi\ge E_F .
\]

In SI units, with elementary charge \(q\) and permittivity \(\varepsilon=\kappa\varepsilon_0\), the same statement reads

\[
F_s^2=\frac{2qN}{\varepsilon}
\left(\frac{\psi}{q}-\frac{2E_F}{5q}\right).
\]

The condition \(\psi\ge E_F\) matters. For a smaller bending, electrons remain at the surface, and their pressure follows from integrating the density from \(U=\psi\) to \(U=E_F\):

\[
P_s=NE_F\int_{\psi/E_F}^{1}(1-s)^{3/2}ds
=\frac25NE_F\left(1-\frac{\psi}{E_F}\right)^{5/2}.
\]

The bracket in the squared field is then

\[
\psi-\frac25E_F\left[1-\left(1-\frac{\psi}{E_F}\right)^{5/2}\right].
\]

For small \(x=\psi/E_F\), use \((1-x)^{5/2}=1-5x/2+15x^2/8+\cdots\). The linear terms cancel, and the bracket becomes \(3\psi^2/(4E_F)\). The field is then \(F_s=\psi\sqrt{6\pi N/(\kappa E_F)}\), proportional to the bending, as expected for linear screening. Subtracting the full two fifths of \(E_F\) in this regime would make the squared field negative when \(\psi<2E_F/5\).

The familiar thermal correction comes from the same pressure formula. At temperature \(T\) the occupation of a state of energy \(\epsilon\) above the band edge is \(f(\epsilon)=1/(e^{(\epsilon-\mu)/kT}+1)\), where \(k\) next to \(T\) denotes Boltzmann's constant. Write \(A=(2m)^{3/2}/(3\pi^2)\), so that the number of states per unit volume below \(\epsilon\) is \(A\epsilon^{3/2}\), and the density of states is its derivative, \((3/2)A\epsilon^{1/2}\). Then

\[
n=\frac{3A}{2}\int_0^\infty \epsilon^{1/2}f\,d\epsilon,
\qquad
P=A\int_0^\infty \epsilon^{3/2}f\,d\epsilon .
\]

The second expression is the pressure because it vanishes for \(\mu\to-\infty\) and has the required derivative. Indeed \(\partial f/\partial\mu=-\partial f/\partial\epsilon\), and integration by parts turns \(\partial P/\partial\mu\) into \((3A/2)\int\epsilon^{1/2}f\,d\epsilon=n\).

For a dilute gas \(f\) is proportional to \(e^{-\epsilon/kT}\). Integration by parts gives

\[
\int_0^\infty\epsilon^{3/2}e^{-\epsilon/kT}d\epsilon
=\frac32kT\int_0^\infty\epsilon^{1/2}e^{-\epsilon/kT}d\epsilon .
\]

The factor \(3/2\) cancels the one in \(n\), and \(P/n=kT\). The correction of the nondegenerate case is therefore the ideal-gas pressure per electron. When Poisson's equation is integrated numerically at 300 K for a donor density of \(10^{15}\) cm\(^{-3}\) and a depleted surface, the correction extracted from the field is 0.0259 eV, which is \(kT\) to the digits given.

For a strongly degenerate gas the leading effect of temperature can be found by an expansion. Let \(h(\epsilon)\) be the function multiplying \(f\), and let \(H(\epsilon)=\int_0^\epsilon h\,d\epsilon'\). Integration by parts changes \(\int hf\,d\epsilon\) into \(\int H(-\partial f/\partial\epsilon)\,d\epsilon\). The function \(-\partial f/\partial\epsilon\) is a narrow peak of unit area, even about \(\mu\), apart from an exponentially small part cut off at the band edge. Its second moment is \((kT)^2\) times

\[
\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}dx
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=\frac{\pi^2}{3}.
\]

The first equality uses evenness and integration by parts, the second expands \(1/(e^x+1)\) in powers of \(e^{-x}\), and the alternating sum equals \(\pi^2/12\). Expanding \(H\) to second order about \(\mu\), where \(H''=h'\), gives

\[
\int_0^\infty hf\,d\epsilon
\simeq\int_0^\mu h\,d\epsilon
+\frac{\pi^2}{6}(kT)^2h'(\mu).
\]

Applied to the two integrals above, this yields

\[
n\simeq A\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{kT}{\mu}\right)^2\right],
\]
\[
P\simeq\frac25A\mu^{5/2}\left[1+\frac{5\pi^2}{8}\left(\frac{kT}{\mu}\right)^2\right].
\]

The donors fix the density, \(N=AE_F^{3/2}\), where \(E_F\) keeps its zero-temperature meaning. With \(t=kT/E_F\), the first equation gives \(\mu\simeq E_F(1-\pi^2t^2/12)\). In the second, \(\mu^{5/2}\) then contributes \(-5\pi^2t^2/24\), which combines with \(+5\pi^2t^2/8\):

\[
\frac{P_b}{N}\simeq\frac25E_F
\left[1+\frac{5\pi^2}{12}
\left(\frac{kT}{E_F}\right)^2\right].
\]

Thus \(kT\) is not added to two fifths of \(E_F\). The first thermal term is quadratic in \(T\), and the two simple corrections are opposite limits of one function. They are equal when \(E_F=2.5kT\), but there the thermal term of the expansion is already about 0.66, so neither limit can be trusted and the Fermi integrals must be evaluated.

## Barrier, waves and a gallium arsenide contact

The quantities needed from the first half are these. The electron potential energy \(U\) falls from \(\psi\) at the metal to zero in the bulk, \(N\) is the donor density, \(\kappa\) the relative permittivity, \(m\) the effective mass, and \(E_F\) the zero-temperature Fermi energy above the bulk band edge. The surface field obeys \(F_s^2=(8\pi N/\kappa)(\psi-P_b/N)\) when the surface is depleted. The bulk pressure per electron, \(P_b/N\), is \(kT\) for a dilute gas and \(2E_F/5\) for a degenerate gas at zero temperature.

A contact is usually specified by its barrier \(\Phi_B\), the height of the band edge at the surface above the Fermi level, and not by its band bending. In a degenerate bulk the band edge lies below the Fermi level by \(E_F\). At zero temperature and zero bias the total bending is therefore

\[
\psi=\Phi_B+E_F .
\]

The energy in the field formula, which I call the effective drop \(D\), becomes

\[
D=\psi-\frac25E_F=\Phi_B+\frac35E_F .
\]

The sign in front of \(E_F\) depends on what is held fixed. At fixed bending the electron pressure lowers the squared field, while at fixed barrier a larger Fermi energy raises it, because the bending grows by more than the correction. The term \(3E_F/5\) is the mean kinetic energy per electron: the energy per electron is \(\mu-P/n\) at zero temperature, here \(E_F-2E_F/5\). At finite temperature the same difference is the Helmholtz free energy per electron, and \(D=\Phi_B+\mu_b-P_b/N\), with \(\mu_b\) the bulk chemical potential.

For the example I take rough typical values for a metal on heavily doped n-type gallium arsenide: \(N=5\times10^{18}\) cm\(^{-3}\), \(m=0.067\), \(\kappa=12.9\) and \(\Phi_B=0.8\) eV. The density gives \(k_F=(3\pi^2N)^{1/3}=0.529\) nm\(^{-1}\), and hence a Fermi wavelength \(2\pi/k_F=11.9\) nm. With \(\hbar^2/(2m_e)=0.0381\) eV nm\(^2\), where \(m_e\) is the free-electron mass,

\[
E_F=\frac{0.0381\times0.529^2}{0.067}\ \text{eV}
=0.159\ \text{eV}.
\]

The bending is 0.959 eV, the correction is \(0.4\times0.1591=0.0637\) eV, and the effective drop is 0.8955 eV. In engineering units \(qN=0.801\) C/cm\(^3\) and \(\varepsilon=1.142\times10^{-12}\) F/cm, so that

\[
F_s=\sqrt{\frac{2\times0.801\times0.8955}{1.142\times10^{-12}}}\ \text{V/cm}
=1.12\ \text{MV/cm}.
\]

At the same bending, subtracting the room-temperature \(kT\) instead would give 1.144 MV/cm against 1.121 MV/cm, a field 2% too high. With no correction the field would be 1.160 MV/cm, 3.5% too high. The differences are modest because the barrier is several times larger than the Fermi energy.

The local argument also gives the depth of the layer that it leaves empty. At the inner edge of this layer \(U=E_F\), and the field \(F_e\) there satisfies \(F_e^2=(8\pi N/\kappa)(3E_F/5)\). In the empty layer the field changes at the constant rate \(4\pi N/\kappa\), which equals \(F_s^2/(2D)\) by the formula for \(F_s\). The depth is therefore

\[
w=\frac{F_s-F_e}{4\pi N/\kappa}
=\frac{2D}{F_s}\left(1-\sqrt{\frac{3E_F}{5D}}\right).
\]

With \(F_s=0.1121\) V/nm, the prefactor is 16.0 nm and the square root is 0.327, so \(w=10.8\) nm.

This depth is slightly smaller than the Fermi wavelength. The electron density can hardly follow the local potential when the potential changes so much within one wavelength, and the local derivation is therefore open to doubt. The relation for the surface field nevertheless survives a wave-mechanical treatment in the mean-field, or Hartree, approximation.

Let the electrons move freely parallel to the surface and have standing waves \(\varphi_k(z)\) perpendicular to it, with \(\varphi_k=0\) at a hard wall at \(z=0\). Far inside, where \(U\to0\), choose the normalization \(\varphi_k=\sqrt2\sin(kz+\delta_k)\), so that the mean of \(\varphi_k^2\) is one. With perpendicular energy \(E=k^2/(2m)\), the wave equation is \(\varphi_k''=-2m(E-U)\varphi_k\). Define the momentum flux

\[
G_k=\frac{(\varphi_k')^2}{2m}+(E-U)\varphi_k^2 .
\]

Its derivative is

\[
G_k'=\frac{\varphi_k'\varphi_k''}{m}
+2(E-U)\varphi_k\varphi_k'-U'\varphi_k^2
=-U'\varphi_k^2 ,
\]

because the wave equation makes the first two terms cancel. Deep inside, the cosine and sine squared add to give \(G_k=k^2/m\). At the wall \(G_k=\varphi_k'(0)^2/(2m)\). Integration over depth gives

\[
-\int_0^\infty U'\varphi_k^2\,dz
=\frac{k^2}{m}-\frac{\varphi_k'(0)^2}{2m}.
\]

For each \(k\), the occupied wave vectors parallel to the surface fill a disc of area \(\pi(k_F^2-k^2)\). With two spins, \(1/(2\pi)^2\) states per unit area of the disc and \(dk/\pi\) standing waves per unit length, the weight is

\[
\frac{2\pi(k_F^2-k^2)}{(2\pi)^2}\,\frac{dk}{\pi}
=\frac{k_F^2-k^2}{2\pi^2}\,dk .
\]

The bulk part of the summed momentum flux is then

\[
\int_0^{k_F}\frac{k_F^2-k^2}{2\pi^2}\,\frac{k^2}{m}\,dk
=\frac{k_F^5}{2\pi^2m}\left(\frac13-\frac15\right)
=\frac{k_F^5}{15\pi^2m}.
\]

Since \(N=k_F^3/(3\pi^2)\) and \(E_F=k_F^2/(2m)\), this equals \(2NE_F/5\), the pressure found before. Writing \(P_w\) for the summed wall term, we have \(-\int nU'\,dz=P_b-P_w\). Poisson's equation with the wave-mechanical density then gives

\[
F_s^2=\frac{8\pi N}{\kappa}
\left(\psi-\frac25E_F+\frac{P_w}{N}\right).
\]

No assumption of slow variation has entered. The wall stress \(P_w\) is small when the waves have decayed before they reach the wall. For the example I solved the wave equation by Numerov's recursion and Poisson's equation by finite differences, and repeated the two until they agreed. At the depth where the local model first sets the density to zero, the waves still have 4.8% of the bulk density. The profile has changed, but the correction extracted from the surface field is 0.0637 eV, as before.

The correction also appears in the capacitance. Under a reverse bias \(V_R\), with the electron Fermi level still flat inside the semiconductor, the drop becomes \(D+V_R\) in atomic units. The positive charge per unit area in the semiconductor is \(Q=\kappa F_s/(4\pi)\), so

\[
Q^2=\frac{\kappa N}{2\pi}(D+V_R).
\]

Differentiation with respect to \(V_R\) gives \(2QC=\kappa N/(2\pi)\), where \(C=dQ/dV_R\) is the capacitance per unit area. Solving for \(C\) and inserting \(Q^2\) yields

\[
\frac1{C^2}=\frac{16\pi^2Q^2}{\kappa^2N^2}
=\frac{8\pi}{\kappa N}(D+V_R).
\]

A plot of \(1/C^2\) against \(V_R\) is a straight line that reaches zero at \(V_R=-D\). Numerical differentiation of the charge in the zero-temperature example gives 0.7148 µF/cm\(^2\) at zero bias and 0.5726 µF/cm\(^2\) at 0.5 V. The reciprocals squared are 1.957 and 3.050 in the corresponding units, and the extrapolated voltage has magnitude

\[
0.5\ \text{V}\times\frac{1.957}{3.050-1.957}=0.895\ \text{V}.
\]

This is the barrier plus \(3E_F/5\). To recover the barrier from the intercept, one adds \(P_b/N\) and subtracts \(\mu_b\). If \(\mu_b\) is taken correctly from Fermi–Dirac statistics, adding \(kT\) in place of the degenerate correction makes the inferred barrier too low by the difference between the two.

At 300 K that difference is \(0.0702-0.0259=0.044\) eV. The value 0.0702 eV comes from the Fermi integrals, and a numerical integration of Poisson's equation gives the same number. The quadratic expansion, with \(kT/E_F=0.162\), gives 0.0706 eV. At fixed barrier the bulk chemical potential falls to 0.1555 eV and the bending to 0.9555 eV. The effective drop is 0.010 eV smaller than at zero temperature, and the field is 1.114 MV/cm, a reduction of 0.6%. If the nondegenerate recipe is used for the chemical potential as well, \(\mu_b=kT\ln(N/N_c)\) with \(N_c\) the effective density of states of the band, it gives 0.063 eV instead of 0.1555 eV. That error outweighs the one in the pressure term, and the barrier inferred from the intercept comes out 0.048 eV too high.

Two further changes belong to the bulk equation of state. The first is the departure of the band from a parabola. For a rough nonparabolicity \(\alpha=0.6\) eV\(^{-1}\), let the band energy \(e\) satisfy \(e(1+\alpha e)=k^2/(2m)\). The density fixes \(k_F\), so the new Fermi energy \(e_F\) obeys \(e_F(1+\alpha e_F)=E_F\), which gives \(e_F=0.1463\) eV. The density now varies as \([e(1+\alpha e)]^{3/2}\), and integrating it numerically over the chemical potential gives a pressure per electron of 0.0565 eV instead of 0.0637 eV. At fixed barrier the drop changes by \(0.1463-0.0565-0.0955=-0.0057\) eV.

The second is exchange between electrons of equal spin. In a uniform gas the one-particle density matrix at separation \(r\) is \(3n\,j_1(x)/x\), with \(x=k_Fr\) and \(j_1\) the spherical Bessel function. It gives an exchange hole of density \(-(9n/2)[j_1(x)/x]^2\) around each electron. Half the interaction of the electron with this hole is the exchange energy per electron,

\[
e_x=-\frac{9\pi n}{\kappa k_F^2}
\int_0^\infty\frac{j_1^2(x)}{x}\,dx
=-\frac{3k_F}{4\pi\kappa}.
\]

The integral is \(1/4\), because \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\) imply \((j_0^2+j_1^2)'=-4j_1^2/x\), and \(j_0^2+j_1^2\) falls from one to zero. Here \(e_x=-0.0141\) eV. It varies as \(n^{1/3}\), so its pressure per electron, \(n\,de_x/dn\), is \(e_x/3=-0.0047\) eV. To first order, with the barrier fixed, the drop contains the energy per electron and changes by the full \(-0.0141\) eV. Correlation and the band shifts caused by donors are left out.

If these three changes are simply added, the drop falls by 0.030 eV, or 3.4%, and the field by about 1.7%. Temperature and nonparabolicity do not add exactly: evaluated together they lower the drop by 0.018 eV instead of 0.016 eV, which makes the totals 0.032 eV and 1.8%, and the pressure per electron at 300 K is then 0.063 eV instead of the parabolic 0.0702 eV. This is close to the 2% that separates the degenerate correction from \(kT\) at fixed bending. The pressure relation holds within its model, but a prediction of the field to one percent needs a better equation of state than the parabolic free gas.

Other effects concern the contact itself. A semiclassical (WKB) integral through the calculated barrier gives a transmission of \(2.7\times10^{-7}\) at the Fermi level if the band mass is used throughout. Deep in the gap that mass makes the waves decay too fast, and a two-band dispersion, \(e(1+\alpha e)=k^2/(2m)\) continued to negative \(e\), raises the value roughly tenfold: by a factor of about 9 for \(\alpha=0.6\) eV\(^{-1}\) and about 13 for \(\alpha\) equal to the reciprocal of a 1.42 eV gap. Either value is small enough to leave the static charge in the layer almost unchanged. The current is another matter: at this doping and 300 K, electrons cross the contact mainly by tunnelling, not over the top of the barrier. Adding the image energy \(-1/(4\kappa z)\) to \(U\) lowers the top of the barrier by 0.11 eV. This matters for carriers crossing the contact, but the image energy lies outside the mean-field model and is not included in the calculated \(F_s\). Metal states also reach into the gap. With the band mass, their density decays at the surface over \(1/(2\sqrt{2m\Phi_B})=0.42\) nm, or about 0.6 nm with a two-band dispersion, and the surface field here refers to the semiconductor charge beyond such tails.

Compared with real gallium arsenide contacts, the barrier is of ordinary size, while the doping is towards the high end of what is used. One assumption that a real device plainly breaks is the smooth donor charge. The mean spacing \(N^{-1/3}\) is 5.85 nm, and a cube with side \(w\) holds about 6.2 donors. If donors are placed at random, the standard deviation of that number is \(\sqrt{6.2}\approx2.5\), or 40% of its mean. The local field must therefore vary strongly along the contact, and the formula can describe a lateral average at best; how far granularity moves that average has not been calculated. Incomplete activation acts more simply: with the drop held fixed, a 10% loss of ionized donors lowers the field by about 5%.

The high field does not by itself imply breakdown at zero bias. The whole bending is 0.959 eV, or 0.68 of a rough gap of 1.42 eV, so an electron starting at the band edge cannot gain enough energy from the field to create an electron-hole pair. At 0.5 V reverse bias the bending is 1.459 eV, and this argument no longer excludes impact ionization. The capacitance quoted for that bias is a result of the electrostatic model, which contains neither ionization nor leakage current. The leakage would not be small: a WKB estimate of the tunnelling current at 0.5 V reverse bias and 300 K gives roughly \(10^2\) to \(10^3\) A/cm\(^2\), depending on the dispersion assumed in the gap. The differential conductance at that bias, which is what a small alternating voltage sees, is at least some 500 S/cm\(^2\) in the same estimate and far exceeds the capacitive admittance of about 4 S/cm\(^2\) at 1 MHz. At this doping the intercept of the \(1/C^2\) line therefore illustrates the pressure correction, but is not a practical way to measure the barrier.
